# Wagner's chemical diffusion coefficient and thermodynamic enhancement factor from zero net current

## Result and conventions

Let a solid contain one mobile ion species of charge $ze$ and concentration $c$, together with mobile electrons and holes. When no net current flows, the ions and the electronic charge that accompanies them diffuse as one neutral component, with flux $J=-\tilde D\nabla c$ and

$$\tilde D=t_e D_i W,\qquad W=\frac{d\ln a}{d\ln c}. \tag{1}$$

Here $t_e=\sigma_e/(\sigma_i+\sigma_e)$ is the electronic share of the conductivity, $D_i$ is the ion diffusivity, and $a$ is the activity of the neutral component. $W$ is the thermodynamic enhancement factor. For dilute ions,

$$W=1+\frac{z^2c}{C}, \tag{2}$$

where $C$ measures how much electronic charge the solid stores when its electron chemical potential changes. It is defined in (13).

The derivation is one-dimensional and isothermal. $J$ denotes a particle flux, $e>0$, and $\phi$ is the electric potential. The electrochemical potentials of ions and electrons are

$$\eta_i=\mu_i+ze\phi,\qquad \eta_e=\mu_e-e\phi. \tag{3}$$

Adding one ion and $z$ electrons adds a neutral unit, whose chemical potential is

$$\mu=\eta_i+z\eta_e=\mu_i+z\mu_e. \tag{4}$$

The potential $\phi$ has cancelled, so $\mu$ depends on the local composition and not on the electrostatic potential.

## Coupling the two fluxes

In linear response, with each species driven by its own electrochemical potential,

$$J_i=-\frac{\sigma_i}{z^2e^2}\nabla\eta_i,\qquad J_e=-\frac{\sigma_e}{e^2}\nabla\eta_e. \tag{5}$$

The prefactors follow from Ohm's law: in a uniform composition $\nabla\eta_i=ze\nabla\phi$, and the ionic current $zeJ_i$ becomes $-\sigma_i\nabla\phi$. The same argument fixes the electronic prefactor.

Holes need no separate equation if electrons and holes are in local equilibrium. Then $\eta_h=-\eta_e$, and the net electron flux is

$$J_e=J_n-J_h=-\frac{\sigma_n}{e^2}\nabla\eta_e+\frac{\sigma_p}{e^2}\nabla\eta_h=-\frac{\sigma_n+\sigma_p}{e^2}\nabla\eta_e .$$

Hence $\sigma_e=\sigma_n+\sigma_p$.

Over sufficiently long distances the solid is nearly neutral; the last section states how long they must be. Charge conservation then makes the current density $j=zeJ_i-eJ_e$ uniform in one dimension. If no current enters at the surfaces, $j=0$ everywhere, so

$$zJ_i=J_e. \tag{6}$$

Inserting (5) and multiplying by $-ze^2/\sigma_i$ gives $\nabla\eta_i=z(\sigma_e/\sigma_i)\nabla\eta_e$. Substitution into the gradient of (4) yields

$$\nabla\mu=z\left(\frac{\sigma_e}{\sigma_i}+1\right)\nabla\eta_e .$$

With $t_i=1-t_e$, the two driving forces are therefore

$$\nabla\eta_e=\frac{t_i}{z}\nabla\mu,\qquad \nabla\eta_i=t_e\nabla\mu. \tag{7}$$

The better conductor needs the smaller share of the total force. The ion flux follows from (5):

$$J_i=-\frac{1}{z^2e^2}\frac{\sigma_i\sigma_e}{\sigma_i+\sigma_e}\nabla\mu. \tag{8}$$

The conductivities combine as two conductors in series, because every ion must be matched by $z$ electrons. If either conductivity vanishes, so does the flux of the neutral component at a given $\nabla\mu$. The coefficient $\tilde D$ can nevertheless stay finite, as (16) shows.

Zero current does not mean zero field. Writing $\nabla\eta_e=\nabla\mu_e-e\nabla\phi$ in (7) and using (4),

$$e\nabla\phi=\nabla\mu_e-\frac{t_i}{z}(\nabla\mu_i+z\nabla\mu_e)
=t_e\nabla\mu_e-\frac{t_i}{z}\nabla\mu_i. \tag{9}$$

This internal field holds back the species that would otherwise run ahead and pulls the other along.

## From conductance to diffusivity

Define $D_i$ through the Nernst–Einstein relation,

$$\sigma_i=\frac{z^2e^2cD_i}{kT}. \tag{10}$$

At fixed temperature and dopant content, neutrality and local equilibrium leave $c$ as the one free composition variable, so $\nabla\mu=(d\mu/dc)\nabla c$. Since $\mu=\mu^\circ+kT\ln a$,

$$\frac{d\mu}{dc}=\frac{kT}{c}\frac{d\ln a}{d\ln c}=\frac{kT}{c}W. \tag{11}$$

Equations (8), (10) and (11) give

$$J_i=-t_e\,\frac{cD_i}{kT}\,\frac{kT}{c}\,W\nabla c=-t_eD_iW\nabla c,$$

which is (1).

The value of $W$ depends on which species is counted. Suppose the ions are oxygen vacancies and $c_O=N_O-c$ is the oxygen concentration on $N_O$ sites. Then $\mu_O=-\mu$ up to a constant and $dc_O=-dc$, so $d\mu_O/dc_O=d\mu/dc$ and $W_O=(c_O/c)W$. The conductivity is the same in both descriptions, hence $c_OD_O=cD_i$. The product $D_OW_O$ equals $D_iW$, and $\tilde D$ is unchanged.

## The enhancement factor

Let $n_q$ be the electron content measured relative to a fixed reference, with holes counted negatively. Neutrality with fixed dopants requires

$$dn_q=z\,dc. \tag{12}$$

Define the electronic storage

$$C=kT\frac{dn_q}{d\mu_e}. \tag{13}$$

Then $d\mu_e/dc=zkT/C$. For dilute, non-interacting ions $\mu_i=\mu_i^\circ+kT\ln c$, and

$$W=\frac{c}{kT}\left(\frac{d\mu_i}{dc}+z\frac{d\mu_e}{dc}\right)
=\frac{c}{kT}\left(\frac{kT}{c}+\frac{z^2kT}{C}\right)=1+\frac{z^2c}{C}.$$

The 1 is the ions' own tendency to spread. The second term comes from the electrons. When few carriers are stored, a small change of $c$ forces a large relative change in carrier density, and hence a large change in $\mu_e$.

For non-degenerate carriers $n\propto e^{\mu_e/kT}$ and $p\propto e^{-\mu_e/kT}$, so they contribute $n+p$ to $C$. Acceptors of density $N_A$ may also trap holes. If $K$ is the equilibrium constant for release, $p(N_A-N_t)=KN_t$, and the trapped density is $N_t=N_Ap/(K+p)$. A trapped hole is a missing electron, so its contribution to $C$ is

$$-kT\frac{dN_t}{d\mu_e}=p\frac{dN_t}{dp}=\frac{N_AKp}{(K+p)^2}.$$

Altogether,

$$C=n+p+\frac{N_AKp}{(K+p)^2}. \tag{14}$$

Trapped holes carry no current here, but they store charge. At a given free-hole density they therefore lower $W$, without contributing to $\sigma_e$.

## Why a large $W$ does not give unlimited diffusion

Define an effective electronic diffusivity

$$D_e^*=\frac{\sigma_ekT}{e^2C}=\frac{nD_n+pD_p}{C}, \tag{15}$$

where $D_n$ and $D_p$ are the free-carrier diffusivities. By (10), $z^2cD_i=\sigma_ikT/e^2$. By definition of the transport shares, $t_e\sigma_i=t_i\sigma_e$. The second term of $W$ therefore contributes

$$t_eD_i\frac{z^2c}{C}=\frac{t_e\sigma_ikT}{e^2C}=\frac{t_i\sigma_ekT}{e^2C}=t_iD_e^*,$$

and

$$\tilde D=t_eD_i+t_iD_e^*. \tag{16}$$

This is a weighted mean, so $\tilde D$ lies between $D_i$ and $D_e^*$. Since $C\ge n+p$, $D_e^*$ cannot exceed the larger of $D_n$ and $D_p$. In the example below, lowering the free-hole density from $10^{17}$ to $10^{15}\ \mathrm{cm^{-3}}$ raises $W$ about 95-fold, but it also lowers $t_e$ from 0.82 to 0.06.

Three limits follow.

- If $t_e\to1$, then (1) gives $\tilde D\to D_iW$. The electrons move easily, and the ions feel the full thermodynamic force.
- If $t_e\to0$ with $t_eD_i\ll D_e^*$, then $\tilde D\to D_e^*$. The scarce electronic carriers set the pace.
- If free electrons alone balance the ions, $n=zc$ and $C=n$. Then $W=1+z$, $t_e=D_n/(D_n+zD_i)$, and
$$\tilde D=\frac{(1+z)D_iD_n}{D_n+zD_i}. \tag{17}$$

Equation (16) also shows when the term "enhancement" misleads. If $D_e^*<D_i$, then $\tilde D<D_i$ even though $W>1$.

Two calculations test these formulas without assuming neutrality. The first linearizes the transport equations for $z=2$ vacancies, electrons, holes and trapped holes, with Poisson's equation retained. It uses the material parameters given below, both reaction-rate constants equal to $10^{-8}\ \mathrm{cm^3/s}$, and wavenumber $q=\pi/(1\ \mathrm{mm})$. At the five hole densities $10^{14},10^{15},\dots,10^{18}\ \mathrm{cm^{-3}}$, the slow decay rate divided by $q^2$ agrees with $\tilde D$ to a relative deviation of at most $3.4\times10^{-6}$; near $n\approx p$ the deviation is about $7\times10^{-6}$. The agreement relies on fast recombination. At $p=3\times10^{14}\ \mathrm{cm^{-3}}$, a recombination constant of $10^{-12}\ \mathrm{cm^3/s}$ lowers the rate by 6%, and one of $10^{-14}\ \mathrm{cm^3/s}$ lowers it to about 0.3 of the predicted value.

The second treats large gradients. In a steady membrane of length $L$, $J$ is constant, so integrating Fick's law gives

$$JL=-\int_{c(0)}^{c(L)}\tilde D(c)\,dc. \tag{18}$$

In scaled units, take $z=2$, $D_i=1$, $D_n=5$, unit length, fixed acceptor charge 1, and $c$ rising from 1 to 2, so that $n=2c-1$ rises from 1 to 3. Poisson's equation is $dE/dx=(2c-n-1)/10^{-4}$, with $E$ the scaled field. The full solution gives 1.00001 times the flux in (18), and its potential drop agrees with the integral of (9) within 0.3%.

## Oxygen vacancies in strontium titanate

Acceptor-doped strontium titanate is a model material for resistance degradation and resistive switching. Its oxygen vacancies have $z=2$. The following values are rough and typical in intent: $T=1000$ K, $N_A=10^{19}\ \mathrm{cm^{-3}}$, $D_i=10^{-5}\ \mathrm{cm^2/s}$, and hole and electron mobilities of 0.1 and $0.5\ \mathrm{cm^2/Vs}$. The intrinsic density is $3\times10^{14}\ \mathrm{cm^{-3}}$. A trap depth of 0.5 eV and a valence-band density of $10^{21}\ \mathrm{cm^{-3}}$ give $K=3.02\times10^{18}\ \mathrm{cm^{-3}}$. At an oxygen pressure of 150 Torr, near that in air, the free-hole density is set to $p=10^{17}\ \mathrm{cm^{-3}}$.

The trapped-hole density is $3.20\times10^{17}\ \mathrm{cm^{-3}}$. Neutrality, with negligible $n$, gives

$$c=\tfrac12(N_A-N_t-p)=4.79\times10^{18}\ \mathrm{cm^{-3}}.$$

Equation (14) gives $C=4.10\times10^{17}\ \mathrm{cm^{-3}}$, so

$$W=1+\frac{4(4.79\times10^{18})}{4.10\times10^{17}}\approx47.7.$$

The conductivities are $\sigma_i=3.56\times10^{-4}$ and $\sigma_e=1.602\times10^{-3}\ \mathrm{S/cm}$, hence $t_e=0.818$. Therefore

$$\tilde D=0.818(10^{-5})(47.7)\approx3.9\times10^{-4}\ \mathrm{cm^2/s}
=3.9\times10^{-8}\ \mathrm{m^2/s}.$$

This is about 39 times the vacancy diffusivity. It remains below $D_e^*=2.1\times10^{-3}\ \mathrm{cm^2/s}$, as (16) requires.

The oxygen pressure gives $W$ a direct meaning. In equilibrium with the gas, $\mu=-\mu_O=-\tfrac12kT\ln p_{O_2}$ up to a constant, so

$$W=-\frac12\frac{d\ln p_{O_2}}{d\ln c}. \tag{19}$$

Lowering the pressure tenfold raises $c$ by only 1.9%. Using the initial $W$ throughout would predict $\ln10/(2\times47.7)=2.4\%$. The actual change is smaller because $p$ falls during the step, which lowers $C$ and raises $W$. With no current, the low-pressure side is 37 mV more positive in internal potential than the high-pressure side.

At fixed temperature, doping and mobilities, further reduction gives:

| $p$ (cm⁻³) | $t_e$ | $W$ | $\tilde D$ (cm²/s) |
|---|---|---|---|
| $10^{17}$ | 0.818 | 47.7 | $3.9\times10^{-4}$ |
| $10^{16}$ | 0.303 | 465 | $1.4\times10^{-3}$ |
| $10^{15}$ | 0.059 | 4550 | $2.7\times10^{-3}$ |
| $10^{14}$ | 0.165 | 15000 | $2.5\times10^{-2}$ |

From first row to last, $W$ grows about 315-fold but $\tilde D$ only about 64-fold. The rise of $t_e$ in the last row comes from electrons: $n=(3\times10^{14})^2/10^{14}=9\times10^{14}\ \mathrm{cm^{-3}}$, which exceeds $p$, and their mobility is five times larger.

## Relaxation of a plate

After a small pressure change, the deviation $\delta c$ in a plate occupying $-L/2<x<L/2$ obeys $\partial_t\delta c=\tilde D\partial_x^2\delta c$. The slowest symmetric mode is $\cos(2\beta x/L)e^{-t/\tau}$. Substitution gives

$$\tau=\frac{L^2}{4\beta^2\tilde D}. \tag{20}$$

Let the surface exchange flux be $k_s\delta c$. Equating it to $-\tilde D\partial_x\delta c$ at $x=L/2$ gives $(2\beta\tilde D/L)\sin\beta=k_s\cos\beta$, or

$$\beta\tan\beta=\frac{k_sL}{2\tilde D}. \tag{21}$$

For very fast exchange $\beta\to\pi/2$ and $\tau=L^2/(\pi^2\tilde D)$. A 1 mm plate then relaxes in 2.6 s. Using $D_i$ in place of $\tilde D$ would give 101 s.

With a rough exchange coefficient $k_s=10^{-3}\ \mathrm{cm/s}$, the right side of (21) is 0.13 and $\tau=52$ s. This is close to $L/(2k_s)=50$ s, the limit obtained by setting $\tan\beta\approx\beta$. The surface, not the interior, then controls the relaxation. Fitting such data with the fast-surface formula would underestimate $\tilde D$ about twentyfold. Diffusion control requires $k_s\gg2\tilde D/L=7.8\times10^{-3}\ \mathrm{cm/s}$ for this plate.

## Limits of the model and real devices

The trap depth is a major uncertainty. At fixed $p$, depths of 0.4 and 0.6 eV give $\tilde D=8.0\times10^{-4}$ and $1.6\times10^{-4}\ \mathrm{cm^2/s}$. Without traps, at the same $p$, it would be $1.6\times10^{-3}\ \mathrm{cm^2/s}$, about four times the value in the example. Deeper traps remove most of the enhancement: depths of 0.7 and 0.8 eV give $7.2\times10^{-5}$ and $4.2\times10^{-5}\ \mathrm{cm^2/s}$, only 7 and 4 times $D_i$. The factor 39 therefore belongs to the chosen trap depth and should not be carried over to deeper acceptors such as iron. Real crystals also differ in surface condition, so a measured relaxation time need not reflect $\tilde D$. Switching devices are often operated in surroundings near room temperature, although the current can heat their active region strongly. Ion motion depends steeply on the local temperature: for assumed migration barriers of 0.6 and 0.9 eV, $D_i$ falls to about $3\times10^{-10}$ and $1.6\times10^{-12}\ \mathrm{cm^2/s}$, respectively, at 400 K. The 1000 K value of $\tilde D$ cannot be carried over.

An applied voltage breaks the zero-current condition. For uniform $j$, (6) becomes $J_e=zJ_i-j/e$. Using (5) and $\nabla\eta_i=\nabla\mu-z\nabla\eta_e$, the current equation reads

$$\frac{j}{e}=-\frac{\sigma_i}{ze^2}\nabla\mu+\frac{\sigma_i+\sigma_e}{e^2}\nabla\eta_e .$$

Thus $\nabla\eta_e=(t_i/z)\nabla\mu+ej/(\sigma_i+\sigma_e)$ and $\nabla\eta_i=t_e\nabla\mu-zej/(\sigma_i+\sigma_e)$. Equation (5) then gives

$$J_i=-\tilde D\nabla c+\frac{t_i j}{ze}. \tag{22}$$

The second term drives ions through a biased device. Chemical diffusion alone does not describe its switching.

Correlated motion of ions and electrons adds a cross coefficient $L_{ie}$:

$$J_i=-L_{ii}\nabla\eta_i-L_{ie}\nabla\eta_e,\qquad J_e=-L_{ie}\nabla\eta_i-L_{ee}\nabla\eta_e.$$

Condition (6) now reads $(zL_{ii}-L_{ie})\nabla\eta_i=(L_{ee}-zL_{ie})\nabla\eta_e$. Let $S=z^2L_{ii}-2zL_{ie}+L_{ee}$. Together with (4), this gives $\nabla\eta_i=(L_{ee}-zL_{ie})\nabla\mu/S$ and $\nabla\eta_e=(zL_{ii}-L_{ie})\nabla\mu/S$. In $J_i$ the terms $\pm zL_{ii}L_{ie}$ cancel, leaving

$$J_i=-\frac{L_{ii}L_{ee}-L_{ie}^2}{z^2L_{ii}-2zL_{ie}+L_{ee}}\nabla\mu. \tag{23}$$

With $L_{ii}$ and $L_{ee}$ held fixed, $L_{ie}=\pm0.1\sqrt{L_{ii}L_{ee}}$ changes the example's $\tilde D$ by $+7\%$ or $-8\%$.

The other corrections estimated here are small at 1000 K in the 1 mm plate. For a relative permittivity of 90, the Debye length $\lambda_D$ is 4.7 nm. Because the scarce electronic charge carries the enhancement, (1) needs distances long against the larger length $\lambda_D\sqrt{\tilde D/D_i}\approx29$ nm. In the linearized model at $p=10^{17}\ \mathrm{cm^{-3}}$, the slowest mode gives 0.99, 0.93 and 0.58 of $\tilde D$ for thicknesses of 1000, 300 and 100 nm. The 1 mm plate is safe, but thin films are not. Depletion layers at surfaces and grain boundaries are outside the bulk model. For assumed space-charge potentials of 0.5 and 0.6 V such a layer is only about 20 nm wide, yet it resists transport like roughly 0.1 and 0.9 mm of bulk; at a surface it acts as part of $k_s$. A rough vacancy–acceptor binding energy of 0.3 eV pairs about 4% of the vacancies. The numerical output following this text lists the remaining estimates.

## Computed values

```
INPUTS (rough typical values)
temperature: 1000 K
thermal energy kT: 0.08617 eV
acceptor density: 1e+19 cm^-3
vacancy diffusivity: 1e-05 cm2/s
hole mobility: 0.1 cm2/Vs
electron mobility: 0.5 cm2/Vs
intrinsic density: 3e+14 cm^-3
valence-band density N_v: 1e+21 cm^-3
hole trap depth: 0.5 eV
trap constant K: 3.021e+18 cm^-3
free holes: 1e+17 cm^-3
oxygen pressure: 150 Torr
plate thickness: 1 mm
RESULTS at this oxygen pressure
vacancy density c: 4.79e+18 cm^-3
trapped holes: 3.204e+17 cm^-3
stored-charge measure C: 4.102e+17 cm^-3
ionic conductivity: 0.0003562 S/cm
electronic conductivity: 0.001602 S/cm
t_e: 0.8181
enhancement factor W: 47.71
electronic diffusivity D_e*: 0.002101 cm2/s
chemical diffusivity: 0.0003903 cm2/s
same in SI: 3.903e-08 m2/s
tau, fast surface: 2.596 s
tau if D were D_vac: 101.3 s
c change, pO2 down tenfold: 1.871 %
potential, low minus high pO2: 37.35 mV
TABLE: p cm^-3 | pO2 Torr | t_e | W | D_chem cm2/s
1e+17 | 1.50e+02 | 0.8181 | 47.71 | 3.903e-04
1e+16 | 1.39e-02 | 0.3030 | 465.2 | 1.410e-03
1e+15 | 1.38e-06 | 0.0588 | 4546 | 2.674e-03
1e+14 | 1.38e-10 | 0.1654 | 1.503e+04 | 2.486e-02
CHECKS AND NEGLECTED EFFECTS
worst mode-test deviation: 3.4e-06
membrane flux, full / formula: 1.00001
W without traps: 199
D_chem without traps: 0.001618 cm2/s
D_chem, trap depth 0.4 eV: 0.0008 cm2/s
D_chem, trap depth 0.6 eV: 0.0001619 cm2/s
surface exchange k (rough): 0.001 cm/s
tau with this k: 52.15 s
k equal to 2 D_chem/L: 0.007806 cm/s
D ratio, cross term +0.1: 1.073
D ratio, cross term -0.1: 0.9191
Debye length (eps_r = 90): 4.68 nm
vacancy ln(activity coeff.): -0.079
paired vacancies (0.3 eV): 3.9 %
hole degeneracy correction: 3.5e-05
hop field parameter zeaE/2kT: 1.2e-07
D_vac at 400 K (0.9 eV barrier): 1.6e-12 cm2/s
```
